# Range parameter of a dielectric-dependent hybrid from the Bechstedt model: verification in Python

```python
"""
Result under test: matching the hybrid interaction
    W(r) = 1/(eps_inf*r) + (1 - 1/eps_inf)*erfc(mu*r)/r
to the Bechstedt model dielectric function through order q^2 gives
    mu = (q_TF/2)*sqrt(eps_inf/(alpha*(eps_inf - 1))).
Hartree atomic units. n: valence density; k_F: Fermi wavevector;
q_TF: Thomas-Fermi wavevector; omega_p: plasma frequency;
alpha: fitted Bechstedt parameter; k = 2*mu: Yukawa wavevector;
t: coefficient of (q/k)^4 in the reciprocal screening function.
Lattice constants and eps_inf are rough material inputs.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

ALPHA = 1.563
BOHR_IN_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10


def electron_gas(density):
    k_f = (3 * np.pi**2 * density) ** (1 / 3)
    return k_f, np.sqrt(4 * k_f / np.pi), np.sqrt(4 * np.pi * density)


def bechstedt(q, density, eps_inf, quartic=True):
    _, q_tf, omega_p = electron_gas(density)
    denominator = 1 / (eps_inf - 1) + ALPHA * (q / q_tf) ** 2
    if quartic:
        denominator = denominator + q**4 / (4 * omega_p**2)
    return 1 + 1 / denominator


def matched_mu(density, eps_inf):
    q_tf = electron_gas(density)[1]
    return q_tf / 2 * np.sqrt(eps_inf / (ALPHA * (eps_inf - 1)))


def mu_from_curvature(density, eps_inf):
    """Range parameter read numerically from the full model at small q."""
    q = 2e-3
    ratio = (1 - 1 / bechstedt(q, density, eps_inf)) / (1 - 1 / eps_inf)
    return np.sqrt(-q**2 / (4 * np.log(ratio)))


def lindhard_response(q, k_f):
    """Minus the static free-electron response, by integration over k."""
    def integrand(k):
        return k * np.log(abs((q + 2 * k) / (q - 2 * k)))
    if q / 2 < k_f:
        value = (quad(integrand, 0, q / 2, limit=200)[0]
                 + quad(integrand, q / 2, k_f, limit=200)[0])
    else:
        value = quad(integrand, 0, k_f)[0]
    return value / (np.pi**2 * q)


def radial_transform(function, q, r_max):
    """Fourier transform of function(r)/r in three dimensions."""
    value = quad(lambda r: function(r) * np.sin(q * r), 0, r_max,
                 limit=400, epsabs=1e-11)[0]
    return 4 * np.pi * value / q


def full_model_fraction(r, density, eps_inf):
    """r*W(r) from the full Bechstedt model by inverse transformation."""
    def integrand(q):
        screened = 1 - 1 / bechstedt(q, density, eps_inf)
        return screened * r * np.sinc(q * r / np.pi)
    return 1 - 2 / np.pi * quad(integrand, 0, 80, limit=500)[0]


# Radial least-squares fit of erfc(m*x) to exp(-x).
def radial_misfit(m):
    return quad(lambda x: (np.exp(-x) - erfc(m * x)) ** 2, 0, 40,
                limit=300)[0]


fit = minimize_scalar(radial_misfit, bounds=(0.3, 1.2), method="bounded")
assert fit.success and 0.5 < fit.x < 2 / 3

print(f"Bechstedt alpha = {ALPHA:.3f} (dimensionless)")
print(f"Yukawa radial-fit ratio mu/k = {fit.x:.3f}")

materials = [
    # name, rough a in angstrom, rough eps_inf, electrons, neighbour r/a
    ("Si", 5.4, 12.0, 8 * 4, np.sqrt(3) / 4),
    ("MgO", 4.2, 3.0, 4 * 8, 1 / 2),
]

for name, a_angstrom, eps_inf, electrons, neighbour_ratio in materials:
    a = a_angstrom / BOHR_IN_ANGSTROM
    density = electrons / a**3
    k_f, q_tf, omega_p = electron_gas(density)
    mu = matched_mu(density, eps_inf)
    k = 2 * mu
    weight = 1 - 1 / eps_inf

    # Free-electron limits that fix q_TF and the quartic term.
    small_q = 0.02
    assert np.isclose(4 * np.pi * lindhard_response(small_q, k_f),
                      q_tf**2, rtol=1e-4)
    large_q = 40.0
    lindhard_excess = (4 * np.pi / large_q**2
                       * lindhard_response(large_q, k_f))
    # Remaining differences are of relative order 1/large_q^2.
    assert np.isclose(bechstedt(large_q, density, eps_inf) - 1,
                      lindhard_excess, rtol=5e-3)
    assert np.isclose(16 * np.pi * density / large_q**4,
                      lindhard_excess, rtol=5e-3)

    # Long-wavelength matching with the complete model.
    assert np.isclose(mu_from_curvature(density, eps_inf), mu, rtol=1e-6)

    # Real-space forms transformed numerically to reciprocal space.
    for q in (0.3, 1.0, 2.5):
        short_range = radial_transform(lambda r: erfc(mu * r), q, 9 / mu)
        expected = 4 * np.pi / q**2 * (1 - np.exp(-q**2 / (4 * mu**2)))
        assert np.isclose(short_range, expected, rtol=1e-7)
        yukawa = radial_transform(lambda r: np.exp(-k * r), q, 40 / k)
        interaction = 4 * np.pi / (eps_inf * q**2) + weight * yukawa
        truncated = bechstedt(q, density, eps_inf, quartic=False)
        assert np.isclose(interaction, 4 * np.pi / (q**2 * truncated),
                          rtol=1e-7)

    # Equal volume integrals of the erfc and Yukawa interactions.
    erfc_volume = quad(lambda r: 4 * np.pi * r * erfc(mu * r),
                       0, 9 / mu)[0]
    yukawa_volume = quad(lambda r: 4 * np.pi * r * np.exp(-k * r),
                         0, 45 / k)[0]
    assert np.isclose(erfc_volume, yukawa_volume, rtol=1e-7)

    # Quartic coefficient extracted from the model at q = k.
    t = 3 / (np.pi * ALPHA**2 * k_f * weight)
    reciprocal = weight / (1 - 1 / bechstedt(k, density, eps_inf))
    assert np.isclose(reciprocal - 2, t, rtol=1e-10)

    # Matching the screening potential at zero separation.
    mu_onsite = np.sqrt(np.pi) / 2 * k / np.sqrt(1 + 2 * np.sqrt(t))
    screening_integral = quad(
        lambda q: 1 - 1 / bechstedt(q, density, eps_inf),
        0, np.inf, limit=300)[0]
    assert np.isclose(screening_integral / (np.sqrt(np.pi) * weight),
                      mu_onsite, rtol=1e-7)

    # The quartic term improves agreement with the hybrid Gaussian.
    q_grid = np.linspace(0, 12 * k, 12001)
    hybrid_inverse = 1 - weight * np.exp(-q_grid**2 / (4 * mu**2))
    error_full = np.max(abs(
        hybrid_inverse - 1 / bechstedt(q_grid, density, eps_inf)))
    error_truncated = np.max(abs(
        hybrid_inverse - 1 / bechstedt(q_grid, density, eps_inf, False)))
    assert error_full < 0.5 * error_truncated

    # Sensitivities from the numerical curvature, not the closed form.
    step = 1e-3
    eps_exponent = np.log(
        mu_from_curvature(density, eps_inf * np.exp(step))
        / mu_from_curvature(density, eps_inf * np.exp(-step))) / (2 * step)
    a_exponent = np.log(
        mu_from_curvature(electrons / (a * np.exp(step))**3, eps_inf)
        / mu_from_curvature(electrons / (a * np.exp(-step))**3, eps_inf)
    ) / (2 * step)
    assert np.isclose(eps_exponent, -1 / (2 * (eps_inf - 1)), atol=1e-4)
    assert np.isclose(a_exponent, -0.5, atol=1e-4)

    print(f"{name}: rough lattice constant = {a_angstrom:.1f} angstrom")
    print(f"{name}: rough eps_inf = {eps_inf:.1f} (dimensionless)")
    print(f"{name}: valence electrons per cubic cell = {electrons}")
    print(f"{name}: lattice constant = {a:.3f} bohr")
    print(f"{name}: valence density = {density:.5f} bohr^-3")
    print(f"{name}: k_F = {k_f:.4f} bohr^-1")
    print(f"{name}: q_TF = {q_tf:.4f} bohr^-1")
    print(f"{name}: omega_p = {omega_p:.4f} hartree")
    print(f"{name}: Yukawa k = {k:.4f} bohr^-1")
    print(f"{name}: matched mu = {mu:.4f} bohr^-1")
    print(f"{name}: matched mu = {mu / BOHR_IN_ANGSTROM:.3f} angstrom^-1")
    print(f"{name}: long-range exchange fraction = {1 / eps_inf:.4f}")
    print(f"{name}: quartic coefficient t = {t:.4f} (dimensionless)")
    print(f"{name}: on-site matched mu_0 = {mu_onsite:.4f} bohr^-1")
    print(f"{name}: max inverse-eps error, full = {error_full:.4f}")
    print(f"{name}: max inverse-eps error, no q^4 = {error_truncated:.4f}")
    print(f"{name}: d ln(mu)/d ln(eps_inf) = {eps_exponent:.4f}")
    print(f"{name}: d ln(mu)/d ln(a) = {a_exponent:.4f}")

    for label, r in (("1 bohr", 1.0), ("neighbour", neighbour_ratio * a)):
        hybrid_fraction = 1 / eps_inf + weight * erfc(mu * r)
        model_fraction = full_model_fraction(r, density, eps_inf)
        assert abs(hybrid_fraction - model_fraction) < 0.08
        if label == "neighbour":
            print(f"{name}: neighbour distance = {r:.3f} bohr")
        print(f"{name}: r*W at {label}, hybrid = {hybrid_fraction:.4f}")
        print(f"{name}: r*W at {label}, full model = {model_fraction:.4f}")

    if name == "MgO":
        # Four Mg atoms each add two 2s and six 2p electrons.
        larger_count = electrons + 4 * (2 + 6)
        mu_semicore = mu_from_curvature(larger_count / a**3, eps_inf)
        assert np.isclose(mu_semicore / mu,
                          (larger_count / electrons) ** (1 / 6), rtol=1e-6)
        print(f"MgO: electrons with Mg 2s,2p = {larger_count} per cell")
        print(f"MgO: mu with Mg 2s,2p = {mu_semicore:.4f} bohr^-1")

print("done: every assertion held")
```

Output:

```
Bechstedt alpha = 1.563 (dimensionless)
Yukawa radial-fit ratio mu/k = 0.597
Si: rough lattice constant = 5.4 angstrom
Si: rough eps_inf = 12.0 (dimensionless)
Si: valence electrons per cubic cell = 32
Si: lattice constant = 10.205 bohr
Si: valence density = 0.03011 bohr^-3
Si: k_F = 0.9625 bohr^-1
Si: q_TF = 1.1070 bohr^-1
Si: omega_p = 0.6152 hartree
Si: Yukawa k = 0.9248 bohr^-1
Si: matched mu = 0.4624 bohr^-1
Si: matched mu = 0.874 angstrom^-1
Si: long-range exchange fraction = 0.0833
Si: quartic coefficient t = 0.4430 (dimensionless)
Si: on-site matched mu_0 = 0.5368 bohr^-1
Si: max inverse-eps error, full = 0.0710
Si: max inverse-eps error, no q^4 = 0.1867
Si: d ln(mu)/d ln(eps_inf) = -0.0455
Si: d ln(mu)/d ln(a) = -0.5000
Si: r*W at 1 bohr, hybrid = 0.5537
Si: r*W at 1 bohr, full model = 0.5162
Si: neighbour distance = 4.419 bohr
Si: r*W at neighbour, hybrid = 0.0869
Si: r*W at neighbour, full model = 0.0911
MgO: rough lattice constant = 4.2 angstrom
MgO: rough eps_inf = 3.0 (dimensionless)
MgO: valence electrons per cubic cell = 32
MgO: lattice constant = 7.937 bohr
MgO: valence density = 0.06400 bohr^-3
MgO: k_F = 1.2375 bohr^-1
MgO: q_TF = 1.2552 bohr^-1
MgO: omega_p = 0.8968 hartree
MgO: Yukawa k = 1.2297 bohr^-1
MgO: matched mu = 0.6148 bohr^-1
MgO: matched mu = 1.162 angstrom^-1
MgO: long-range exchange fraction = 0.3333
MgO: quartic coefficient t = 0.4738 (dimensionless)
MgO: on-site matched mu_0 = 0.7069 bohr^-1
MgO: max inverse-eps error, full = 0.0485
MgO: max inverse-eps error, no q^4 = 0.1358
MgO: d ln(mu)/d ln(eps_inf) = -0.2500
MgO: d ln(mu)/d ln(a) = -0.5000
MgO: r*W at 1 bohr, hybrid = 0.5897
MgO: r*W at 1 bohr, full model = 0.5696
MgO: neighbour distance = 3.968 bohr
MgO: r*W at neighbour, hybrid = 0.3337
MgO: r*W at neighbour, full model = 0.3342
MgO: electrons with Mg 2s,2p = 64 per cell
MgO: mu with Mg 2s,2p = 0.6901 bohr^-1
done: every assertion held
```
